# Why long one-dimensional hopping chains show activated resistance

**Q:** My sample is a long, thin, disordered conductor. I expected variable-range hopping, with \(\ln R\) growing as \(T^{-1/2}\), but the plot against \(1/T\) is straight. Is Mott's argument wrong in one dimension?

**A:** It describes a typical hop correctly, so let us start there. Take localized states scattered independently and uniformly in position \(x\) and energy \(\varepsilon\), measured from the Fermi level. Their density is \(g\) per length and energy, and their amplitudes decay as \(e^{-|x|/a}\). Two states are joined by a resistance \(R_0e^{u_{ij}}\), with

\[
u_{ij}=\frac{2|x_i-x_j|}{a}+\frac{|\varepsilon_i|+|\varepsilon_j|+|\varepsilon_i-\varepsilon_j|}{2kT}.
\]

The first term is tunnelling, the second is occupation and phonon absorption at energies well above \(kT\). For energies of equal sign the second term is \(\max(|\varepsilon_i|,|\varepsilon_j|)/kT\); for opposite signs it is \((|\varepsilon_i|+|\varepsilon_j|)/kT\). I keep \(R_0\) independent of temperature and define

\[
kT_0=\frac{1}{ga},\qquad t=\frac{T_0}{T}.
\]

A hop of range \(x\) finds about one state in an energy band \(\pm E\) if \(2Egx=1\). With \(E=1/(2gx)\) its exponent is roughly

\[
u(x)=\frac{2x}{a}+\frac{1}{2gxkT}=\frac{2x}{a}+\frac{at}{2x}.
\]

Setting the derivative to zero gives \(2/a=at/(2x^2)\), so \(x=a\sqrt t/2\). Both terms then equal \(\sqrt t\), and \(u=2\sqrt{T_0/T}\). That is Mott's law for a typical hop.

**Q:** Then why is the whole chain not just many typical hops?

**A:** Because series resistances add, and their mean can be governed by rare large values. In two or three dimensions current can go round a bad region. Here it must cross.

Call a place a gap of exponent \(u\) if the states divide into a left set and a right set such that every hop between the sets has exponent at least \(u\). We need the least region of the position-energy plane that must be empty.

Compare a left state and a right state of the same energy \(\varepsilon\), a distance \(d\) apart. The condition \(2d/a+|\varepsilon|/kT\ge u\) gives

\[
d(\varepsilon)\ge\frac a2\left(u-\frac{|\varepsilon|}{kT}\right),\qquad |\varepsilon|<kTu .
\]

This bounds the empty width at each energy. To see that the bound can be reached, centre the gap at \(x=0\) and give it half-width

\[
X(\varepsilon)=\frac a4\left(u-\frac{|\varepsilon|}{kT}\right),
\]

which is a rhombus. For states on opposite edges, at energies \(\varepsilon_1\) and \(\varepsilon_2\), the tunnelling term is

\[
\frac{2[X(\varepsilon_1)+X(\varepsilon_2)]}{a}=u-\frac{|\varepsilon_1|+|\varepsilon_2|}{2kT}.
\]

Adding the energy term gives \(u+\big||\varepsilon_1|-|\varepsilon_2|\big|/(2kT)\) for equal signs and \(u+(|\varepsilon_1|+|\varepsilon_2|)/(2kT)\) for opposite signs. Neither is below \(u\). States with \(|\varepsilon|\ge kTu\) cost at least \(u\) in energy alone. The rhombus therefore works, and its area is

\[
\int_{-kTu}^{kTu}\frac a2\left(u-\frac{|\varepsilon|}{kT}\right)d\varepsilon
=\frac a2\left(2kTu^2-kTu^2\right)=\frac{akTu^2}{2}.
\]

Multiplying by \(g\) gives the expected number of states that must be missing:

\[
N(u)=\frac{gakT\,u^2}{2}=\frac{u^2}{2t}.
\]

For independent states, the chance that a given rhombus is empty is \(e^{-N}\).

**Q:** A gap need not be a perfect rhombus. Could the many other shapes spoil that exponent?

**A:** Not at leading order. Measure lengths in units of \(au\) and energies in units of \(kTu\), and cover a window several units long with a fixed grid of small cells. The number of patterns of occupied and empty cells is then independent of \(u\).

In each energy row, the labels of the states change from left to right somewhere. If a row never changed, its states would sit beside oppositely labelled states of other rows all along the chain, and such close pairs are forbidden. Rows that change far apart likewise require extra empty area. At the change, the equal-energy bound applies, up to the cell size. Every allowed pattern thus has at least \(N\) missing states, less a fraction that vanishes with the cell size. Summing a fixed number of such probabilities and then refining the grid gives

\[
P(u)=\exp\{-N(u)[1+o(1)]\},\qquad N\to\infty .
\]

A numerical minimization with freely movable left and right boundaries tests the area. In units where the rhombus area is \(w^2/2\), it returned 12.5 for \(w=5\), as it should.

**Q:** Now add the resistances. Where does the activation come from?

**A:** A gap contributes \(e^u\), up to a power of \(u\) for the number of parallel hops near its edge. To bound the chain from above, keep just the path whose worst hop is as low as possible at every stage (the minimum spanning tree); removing the other resistors can only raise \(R\). Each hop of exponent \(u\) on that path is itself a gap of exponent \(u\). To bound it from below, short-circuit the regions between well-separated gaps, which can only lower \(R\). Both bounds have the same leading exponent, set by

\[
\int e^{u}e^{-u^2/(2t)}\,du .
\]

Completing the square,

\[
u-\frac{u^2}{2t}=\frac t2-\frac{(u-t)^2}{2t},
\]

so for large \(t\) the integral is \(\sqrt{2\pi t}\,e^{t/2}\). Hence, for length taken to infinity first and then \(t\to\infty\),

\[
\ln\frac{R}{R_0}\bigg|_{\text{per length }a}=\frac{T_0}{2T}[1+o(1)],\qquad
E_\infty=\frac{kT_0}{2}=\frac{1}{2ga}.
\]

The dominant gap has \(u=t\). Its half-height is \(kTu=kT_0\), independent of temperature, while its length \(au/2=at/2\) grows on cooling. It is missing \(N=t/2\) states. Its resistance \(e^t\) times its rarity \(e^{-t/2}\) leaves \(e^{t/2}\).

**Q:** Does that mean an ordinary Arrhenius law at my temperatures?

**A:** No. The limiting law needs large \(T_0/T\); at moderate \(t\) the slope can still change with temperature. It helps to use \(s=\sqrt t\) and to measure positions in \(as\) and energies in \(kTs\). The density of states becomes \(g(as)(kTs)=gakTt=1\), and \(u=sw\), where the statistics of \(w\) contain no temperature. The resistance of the best path, the spanning-tree path above, is then a sum of \(e^{sw}\) over its hops.

The second derivative of the logarithm of this sum with respect to \(s\) is the variance of \(w\), weighted by resistance. A pure Mott law for the mean, linear in \(s\), would need zero variance. The tail \(e^{-w^2/2}\) gives one.

Corrections can be large. Near the edge of a gap a state may intrude if a matching patch opposite is empty. Such choices arise along an edge of scaled length of order \(w\), which suggests a tail \(e^{-w^2/2+cw}\). This form is a conjecture. It would give

\[
\max_w\left(sw-\frac{w^2}{2}+cw\right)=\frac{(s+c)^2}{2}=\frac t2+c\sqrt t+\frac{c^2}{2},
\]

so a Mott-like term would survive as a correction.

**Q:** Give me numbers.

**A:** Take \(a=8\) nm and \(g=0.8\) per eV nm. Then \(kT_0=1/(0.8\times8)=0.156\) eV, \(T_0=1813\) K, and \(E_\infty=78\) meV. At 300 K, \(t=6.04\) and \(s=2.46\).

I use the best path through simulated chains. At fixed physical length the number of scaled units falls as \(1/s\). With \(\bar w\) the resistance-weighted mean of \(w\), \(dt=kT_0\,d(1/kT)\) and \(ds/dt=1/(2s)\), the local activation energy is

\[
E_{\rm app}=\frac{d\ln R}{d(1/kT)}=kT_0\,\frac{\bar w-1/s}{2s}.
\]

At 300 K, \(\bar w=4.45\), so

\[
E_{\rm app}=156\ \text{meV}\times\frac{4.45-0.41}{4.92}\approx128\ \text{meV}.
\]

This number depends on very rare hops. The largest one in the sample, with \(w=6.75\), carries a tenth of the path resistance at 300 K; without it \(E_{\rm app}\) is 120 meV. The standard error of 0.17 in \(\bar w\), or about 5 meV, is therefore too optimistic; samples of this size can differ by about ten per cent, and this one lies at the high end, with values near 115 to 120 meV being more typical. At 400 K the values with and without that hop are 129 and 124 meV. For the best path the plot is thus nearly straight over this range, yet its slope is roughly 1.5 times the low-temperature limit. This does not carry over to a measured wire, where parallel hops make the plot steeper and more curved at these temperatures. Reading the best path's slope as \(1/(2ga)\) would make \(ga\) too small by a factor of about 1.5; with the steeper slope of the full network the error would be larger.

The weighted variance is 1.35 at 400 K and 1.51 at 300 K; without that one hop it is 1.03 and 0.99. Either way it is far from Mott's zero. The difference \(\bar w-s\), which would be \(c\), is 1.99 at 300 K with the hop and 1.72 without it, so this sample does not fix \(c\). For the best path the simulation supports nearly activated behaviour at moderate \(t\), while the coefficient one half rests on the derivation.

**Q:** How do I know that the gaps are responsible?

**A:** At 300 K the median hop exponent on the path is 4.6, near the estimate \(2\sqrt t=4.9\), but the resistance-weighted exponent is 10.9, a value that shifts from sample to sample. In this sample the largest one per cent of hops carry 60% of the path resistance at 300 K and 94% at 150 K. The exact shares depend on its few largest hops.

A direct test used the full resistor network at 150 K, with 11,926 states. Adding 30 states at the Fermi level, three in each of the ten worst gaps, lowered the resistance by a factor of 3.8. Adding 30 such states away from those gaps lowered it by about 1%. In this network the best path alone had 3.4 times the full resistance, so parallel hops matter. The 128 meV found above belongs to the best path. On warming, more hops have comparable resistances, so parallel hops lower the total more strongly. The slope of the full network is therefore larger than that of the best path and varies more with temperature.

A rhombus with \(u=10.9\) would be 44 nm long and reach 0.28 eV above and below the Fermi level. It would be missing \(10.9^2/(2\times6.04)\approx10\) states, a chance near \(5\times10^{-5}\). Path hops at least this bad nevertheless occur every 2.7 µm, about 60 rhombus lengths. Most of them therefore cannot be perfectly empty rhombi, which again shows how large the shape corrections are at 300 K.

**Q:** How long is "long"?

**A:** In a chain of length \(\ell\), the largest expected gap follows from \((\ell/a)e^{-u^2/(2t)}\approx1\):

\[
u_{\max}\approx\sqrt{2t\ln(\ell/a)} .
\]

This is a leading-order estimate for large \(t\), and at 300 K it is too low: for \(\ell=2.7\) µm it gives 8.4, while path hops of 10.9 or more already occur about once in that length. At large \(t\), if \(\ln(\ell/a)<t/2\), the largest gap is below \(t\). The dominant gaps are then usually absent, and at fixed length the typical \(\ln R\) follows \(T^{-1/2}\). Steady values from sample to sample need more length. The mean square of one hop resistance scales as \(e^{2t}\), against \(e^t\) for the squared mean, so at large \(t\) the relative variance of \(R\) grows as \((a/\ell)e^t\), to leading order in the exponent. The simulated sample is too small to give this length at 300 K, because a single hop supplies most of its mean square.

The band must also be wide enough. If it ends at \(\pm D\), with \(D<kTu\), the missing number is

\[
N=\frac{ga}{2}\int_{-D}^{D}\left(u-\frac{|\varepsilon|}{kT}\right)d\varepsilon
=gaDu-\frac{gaD^2}{2kT}.
\]

It grows only linearly in \(u\), so the mean contains \(\int e^{(1-gaD)u}du\) at large \(u\), which diverges for \(gaD\le1\). With \(D=0.6\) eV here, \(gaD=3.8\), and the dominant gaps fit inside the band.

**Q:** Would a real wire or memory cell behave like this?

**A:** The parameters are round values chosen for illustration, not those of a particular material. The model also assumes a wire so thin that only the position along it matters for tunnelling. One assumption open to doubt is that levels are independent, since states within a length \(a\) repel. Treating slices of length \(a\) as independent, each with Wigner level statistics, and keeping the rhombus shape, changes the limiting coefficient of \(T_0/T\) from 0.50 to 0.34, and the energy from 78 to about 53 meV. Repulsion makes tall empty slices especially rare. Sliding each energy row of the rhombus sideways by \(a\varepsilon/(4kT)\) keeps every hop at or above \(u\) but makes all slices equally tall, which is less rare. Within this model 0.34 is therefore a lower bound. The activated form remains in this estimate.

Coulomb energies, for a relative permittivity of 3.9, are 46 meV at distance \(a\) and 8 meV across the gap. The first is not small beside 78 meV, and I have not calculated its effect. The Fermi factors add at most about 1.4 to an exponent, when both states lie at the Fermi level, and lower the 300 K slope by a few meV. A prefactor \(R_0\propto T^n\) would shift that slope by \(-nkT\), or 26 meV per power, which is not negligible at these temperatures. Excitation to the band edge has exponent 23, well above 10.9.

The measurement must also be ohmic, with less than \(kT/e=26\) mV across a dominant gap. The path resistance per length \(a\) is \(e^{7.34}R_0\), and the gap has \(e^{10.93}R_0\), so the mean field must stay well below

\[
\frac{26\ \text{mV}}{8\ \text{nm}}\,e^{7.34-10.93}\approx0.9\ \text{kV/cm},
\]

or about 0.09 V per micrometre. This figure is an order of magnitude only: it refers to the best path and moves by a factor of about two between samples of this size. At that field the gaps larger than the dominant one already carry more than \(kT/e\), so it marks the onset of non-ohmic behaviour, not a safe working value. A memory layer some ten nanometres thick is shorter than one of these gaps, and neighbouring traps offer ways round. The long-chain law should not be applied to it. For your wire, compare several lengths at low bias and at temperatures far below \(T_0\): there this model predicts a crossover from Mott-like to activated behaviour as the length grows. The length needed is of order \(ae^{t/2}\), to leading order in the exponent. With the values above this is about 0.07 mm at 100 K, 3 cm at 60 K and tens of metres at 40 K, so the activated side is reachable only in a limited window of temperature. A straight plot at one length does not identify the mechanism, since excitation to a band edge can give one too. The full set of values is in the numerical output below.

## Computed values

```
decay length a = 8.0 nm
density of states g = 0.80 per eV nm
band half-width D = 0.60 eV; g a D = 3.84
k T0 = 0.1562 eV; T0 = 1813 K
limiting activation energy k T0/2 = 78.1 meV
least empty area, w=5, full band: 12.5000 (scaled)
least empty area, w=5, band cut at 2: 8.0000 (scaled)
slope of ln(gap average) near t=400: 0.5013
simulated length 40000 scaled units, 88386 path hops
path hops with w > 2: 39545
path hops with w > 3: 9667
path hops with w > 4: 1019
path hops with w > 5: 65
median w on path: 1.887; largest w: 6.747
T=300 K: T0/T=6.044, ln(R/R0 per a)=7.344, E_app=128.4 meV
   weighted mean w=4.447, variance=1.510, mean w - sqrt(T0/T)=1.989
T=350 K: T0/T=5.181, ln(R/R0 per a)=6.635, E_app=128.4 meV
   weighted mean w=4.179, variance=1.427, mean w - sqrt(T0/T)=1.903
T=400 K: T0/T=4.533, ln(R/R0 per a)=6.102, E_app=128.6 meV
   weighted mean w=3.975, variance=1.349, mean w - sqrt(T0/T)=1.846
standard error of weighted mean w at 300 K: 0.173
300 K: median hop exponent 4.64, resistance-weighted exponent 10.93
300 K: rhombus length 43.7 nm, half-height 0.283 eV
300 K: mean distance between such gaps 2.68 um
300 K: length with relative spread of R near 1: 9.92 um
share of R in largest 1% of hops: 300 K 0.597, 150 K 0.935 (sample)
network at 150 K, T0/T=12.09: 11926 states, length 27.8 um
path resistance / full network resistance: 3.361
30 states added in 10 worst gaps: R falls by factor 3.79
30 states added elsewhere: factor 1.013
Coulomb energy at distance a: 46.2 meV; across gap: 8.4 meV
coefficient of T0/T: independent levels 0.500, Wigner repulsion in slices 0.340
ohmic field limit at 300 K: 0.89 kV/cm (kT/e = 25.85 mV on a dominant gap)
band-edge exponent D/kT at 300 K: 23.2
Fermi-factor correction to exponent at e=0: 1.39
```
